**Voltammetric width of hydrogen electrosorption and a Frumkin fit for Pt(111)**

The program tests the equilibrium peak width W = 4 artanh(s) + G s, in units of kT/e, with s = sqrt((4+G)/(8+G)). Here G = g/kT, and g is the mean-field interaction between adsorbed atoms, positive for repulsion. For G = 0 the width is 3.53 kT/e, or 90.6 mV at 298.15 K. Exact occupation sums for a finite lattice gas are asserted to reproduce the width, height, position and area of the peak for attraction, no interaction and repulsion, and the straight-line fit is asserted to recover a known repulsion from such sums. A kinetic equation is asserted to give the Langmuir width for slow sweeps and a clearly larger one for fast sweeps. For a schematic Pt(111) hydrogen region built from rough sizes, the fit gives g = 0.32 eV, and changing the assumed span by 0.05 V moves it between 0.25 and 0.40 eV. Misreading the span as a full width at half maximum would give 0.19 eV. That reading is wrong because the lower half-maximum point of the fitted peak lies outside the window. A uniform spread of site energies is asserted to give a coverage curve within 0.05 monolayer of the repulsive one, and the output shows a largest difference of 0.019.

## Check in Python

```python
"""
Reversible one-electron hydrogen electrosorption, H+ + e- + * -> H*.
Result under test: with x = e(U-U0)/kT and G = g/kT,
    ln(theta/(1-theta)) + G*theta = -x,
and the voltammetric peak has full width at half maximum
    W = 4*artanh(s) + G*s,  s = sqrt((4+G)/(8+G)),  in units of kT/e.
theta: coverage; U: potential; U0: zero-coverage standard potential;
g: mean-field interaction (positive = repulsion), free energy g*theta^2/2
per site. G = 0 is the Langmuir case, W = 3.53.
The Pt(111) inputs are rough sizes and its coverage ramp is schematic.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, least_squares
from scipy.special import expit, gammaln, logit

temperature = 298.15
kT = constants.k * temperature / constants.e  # eV, also kT/e in V


def width_formula(G):
    s = np.sqrt((4 + G) / (8 + G))
    return 4 * np.arctanh(s) + G * s


def half_height_width(axis, current):
    """Width of a sampled single peak on an ascending axis."""
    top = int(np.argmax(current))
    half = current[top] / 2
    left = np.interp(half, current[:top + 1], axis[:top + 1])
    right = np.interp(half, current[top:][::-1], axis[top:][::-1])
    return right - left


def lattice_gas_coverage(x, G, sites=4000):
    """Exact sum over occupation numbers, infinite-range interaction."""
    n = np.arange(sites + 1)
    log_count = (gammaln(sites + 1) - gammaln(n + 1)
                 - gammaln(sites - n + 1))
    log_fixed = log_count - G * n**2 / (2 * sites)
    result = []
    for value in x:
        log_weight = log_fixed - n * value
        weight = np.exp(log_weight - log_weight.max())
        result.append(np.dot(n, weight) / (sites * weight.sum()))
    return np.array(result)


def frumkin_coverage(x, G):
    """Solve the isotherm by bisection in the logit of the coverage."""
    x = np.asarray(x, dtype=float)
    low = -x - abs(G) - 1
    high = -x + abs(G) + 1
    for _ in range(65):
        middle = (low + high) / 2
        too_high = middle + G * expit(middle) + x > 0
        high = np.where(too_high, middle, high)
        low = np.where(too_high, low, middle)
    return expit((low + high) / 2)


def fit_repulsion(theta, potential, thermal):
    """Straight-line fit of potential + thermal*logit(theta)."""
    y = potential + thermal * logit(theta)
    slope, intercept = np.polyfit(theta, y, 1)
    return -slope, intercept


print(f"temperature = {temperature:.2f} K")
print(f"kT/e = {1000 * kT:.3f} mV")
print(f"Langmuir width, formula = {width_formula(0):.4f} kT/e")
print(f"Langmuir width, formula = {1000 * kT * width_formula(0):.2f} mV")

# Peak shape from exact occupation sums. Errors come from finite site
# number and from the potential grid.
print("lattice-gas test: G, width from sum, width from formula (kT/e)")
for G in (-2.0, 0.0, 4.0, 12.0):
    half_range = 15 + abs(G) / 2
    x = np.linspace(-G / 2 - half_range, -G / 2 + half_range, 801)
    theta = lattice_gas_coverage(x, G)
    current = -np.gradient(theta, x)
    width = half_height_width(x, current)
    assert abs(width - width_formula(G)) < 0.02
    assert abs(current.max() - 1 / (4 + G)) < 0.003
    assert abs(x[np.argmax(current)] + G / 2) < 0.1
    area = np.sum((current[1:] + current[:-1]) * np.diff(x)) / 2
    assert abs(area - 1) < 0.001
    assert np.max(np.abs(theta - frumkin_coverage(x, G))) < 0.002
    print(f"  {G:5.1f}  {width:8.4f}  {width_formula(G):8.4f}")

G_grid = np.linspace(-3.9, 40, 500)
assert np.all(np.diff(width_formula(G_grid)) > 0)

# The fitting method must recover a repulsion put into the exact sum.
known_G = 12.0
x = np.linspace(-20, 8, 281)
theta = lattice_gas_coverage(x, known_G)
inside = (theta > 0.1) & (theta < 0.6)
recovered_G, recovered_origin = fit_repulsion(theta[inside], x[inside], 1.0)
assert abs(recovered_G - known_G) < 0.05
assert abs(recovered_origin) < 0.05
print(f"fit test: G put in = {known_G:.2f}, recovered = {recovered_G:.3f}")

# Cathodic sweep with a finite rate and symmetry factor one half.
# K = k0*kT/(e*|v|), with k0 the rate constant at U = U0.
sweep = np.linspace(0, 37, 3701)
start_x = 12.0
kinetic_width = {}
for K in (1000.0, 1.0, 0.001):
    def rate(t, y):
        x_now = start_x - t
        return K * ((1 - y) * np.exp(-x_now / 2)
                    - y * np.exp(x_now / 2))

    def rate_jacobian(t, y):
        return np.array([[-2 * K * np.cosh((start_x - t) / 2)]])

    solution = solve_ivp(rate, (0, 37), [expit(-start_x)], method="Radau",
                         t_eval=sweep, jac=rate_jacobian,
                         rtol=1e-8, atol=1e-11)
    assert solution.success
    current = np.gradient(solution.y[0], sweep)
    kinetic_width[K] = half_height_width(sweep, current)
    print(f"Langmuir kinetics: K = {K:g}, "
          f"width = {kinetic_width[K]:.3f} kT/e")
assert abs(kinetic_width[1000.0] - width_formula(0)) < 0.01
assert kinetic_width[0.001] > kinetic_width[1000.0] + 1

# Schematic Pt(111) hydrogen region from rough sizes.
span = 0.30                 # V
largest_coverage = 2 / 3
site_density = 1.5e15       # per cm^2
sweep_rate = 0.050          # V/s, chosen
print(f"Pt(111) rough span = {span:.2f} V")
print(f"Pt(111) rough largest coverage = {largest_coverage:.3f}")
print(f"Pt(111) rough site density = {site_density:.1e} cm^-2")
print(f"chosen sweep rate = {1000 * sweep_rate:.0f} mV/s")

theta_data = np.arange(1, 7) / 10
U_data = span * (1 - theta_data / largest_coverage)
g_fit, U0_fit = fit_repulsion(theta_data, U_data, kT)
G_fit = g_fit / kT
logit_slope = np.polyfit(theta_data, logit(theta_data), 1)[0]

charge = constants.e * site_density * 1e6  # microcoulomb/cm^2
current_scale = charge * sweep_rate        # microampere*V/cm^2
print("U is counted from the lower end of the window")
print("theta, U (V), ln[theta/(1-theta)], y (V), Frumkin j (uA/cm^2)")
for theta_i, U_i in zip(theta_data, U_data):
    y_i = U_i + kT * logit(theta_i)
    j_i = current_scale / (kT / (theta_i * (1 - theta_i)) + g_fit)
    print(f"  {theta_i:.1f}  {U_i:.4f}  {logit(theta_i):8.4f}"
          f"  {y_i:.4f}  {j_i:.2f}")
print(f"regression slope of ln[theta/(1-theta)] = {logit_slope:.4f}")
print(f"slope of the ramp, -dU/dtheta = {span / largest_coverage:.4f} V")
print(f"fitted repulsion g = {g_fit:.4f} eV")
print(f"fitted G = g/kT = {G_fit:.2f}")
print(f"fitted U0 above lower end = {U0_fit:.4f} V")

# Second estimate: coverage residuals over the complete window.
U_window = np.linspace(0, span, 61)
theta_ramp = largest_coverage * (1 - U_window / span)


def coverage_residual(parameters):
    g, U0 = parameters
    return frumkin_coverage((U_window - U0) / kT, g / kT) - theta_ramp


full_fit = least_squares(coverage_residual, [g_fit, U0_fit])
assert full_fit.success
rms = np.sqrt(np.mean(full_fit.fun**2))
# The two fits weight a schematic, non-Frumkin ramp differently.
assert abs(full_fit.x[0] - g_fit) < 0.05
print(f"whole-window fit g = {full_fit.x[0]:.4f} eV")
print(f"whole-window rms coverage error = {rms:.4f}")
for other_span in (0.25, 0.35):
    other_U = other_span * (1 - theta_data / largest_coverage)
    other_g = fit_repulsion(theta_data, other_U, kT)[0]
    print(f"g for span {other_span:.2f} V = {other_g:.4f} eV")

full_width = kT * width_formula(G_fit)
peak_U = U0_fit - g_fit / 2
s_fit = np.sqrt((4 + G_fit) / (8 + G_fit))
upper_coverage = (1 + s_fit) / 2
lower_half_U = peak_U - full_width / 2
assert upper_coverage > largest_coverage and lower_half_U < 0
print(f"Frumkin full width = {1000 * full_width:.1f} mV")
print(f"peak above lower end = {peak_U:.4f} V")
print(f"coverage at lower half-maximum point = {upper_coverage:.4f}")
print(f"lower half-maximum point = {lower_half_U:.4f} V")

naive_G = brentq(lambda G: kT * width_formula(G) - span, 0, 40)
assert naive_G < G_fit
print(f"g if span is misread as full width = {kT * naive_G:.4f} eV")

print(f"monolayer charge = {charge:.1f} uC/cm^2")
print(f"Langmuir peak current = {current_scale / (4 * kT):.1f} uA/cm^2")
print(f"Frumkin peak current = "
      f"{current_scale / (4 * kT + g_fit):.1f} uA/cm^2")
print(f"ramp current = "
      f"{current_scale * largest_coverage / span:.1f} uA/cm^2")

# Noninteracting sites with a uniform spread of energies can mimic repulsion.
spread = G_fit + 4
x_center = np.linspace(-20, 20, 801)
edges = np.linspace(-spread / 2, spread / 2, 1001)
site_offsets = (edges[1:] + edges[:-1]) / 2
theta_spread = expit(-(x_center[:, None] - site_offsets)).mean(axis=1)
theta_repulsion = frumkin_coverage(x_center - G_fit / 2, G_fit)
largest_difference = np.max(np.abs(theta_spread - theta_repulsion))
assert largest_difference < 0.05
print(f"site-energy spread that mimics repulsion = {kT * spread:.4f} eV")
print(f"largest coverage difference of the two = {largest_difference:.4f}")

print("checks complete")
```

Printed output:

```
temperature = 298.15 K
kT/e = 25.693 mV
Langmuir width, formula = 3.5255 kT/e
Langmuir width, formula = 90.58 mV
lattice-gas test: G, width from sum, width from formula (kT/e)
   -2.0    1.4831    1.4792
    0.0    3.5260    3.5255
    4.0    7.8505    7.8508
   12.0   16.5069   16.5077
fit test: G put in = 12.00, recovered = 11.999
Langmuir kinetics: K = 1000, width = 3.526 kT/e
Langmuir kinetics: K = 1, width = 3.688 kT/e
Langmuir kinetics: K = 0.001, width = 4.893 kT/e
Pt(111) rough span = 0.30 V
Pt(111) rough largest coverage = 0.667
Pt(111) rough site density = 1.5e+15 cm^-2
chosen sweep rate = 50 mV/s
U is counted from the lower end of the window
theta, U (V), ln[theta/(1-theta)], y (V), Frumkin j (uA/cm^2)
  0.1  0.2550   -2.1972  0.1985  19.82
  0.2  0.2100   -1.3863  0.1744  24.97
  0.3  0.1650   -0.8473  0.1432  27.12
  0.4  0.1200   -0.4055  0.1096  28.09
  0.5  0.0750    0.0000  0.0750  28.38
  0.6  0.0300    0.4055  0.0404  28.09
regression slope of ln[theta/(1-theta)] = 5.0326
slope of the ramp, -dU/dtheta = 0.4500 V
fitted repulsion g = 0.3207 eV
fitted G = g/kT = 12.48
fitted U0 above lower end = 0.2358 V
whole-window fit g = 0.3177 eV
whole-window rms coverage error = 0.0121
g for span 0.25 V = 0.2457 eV
g for span 0.35 V = 0.3957 eV
Frumkin full width = 437.4 mV
peak above lower end = 0.0754 V
coverage at lower half-maximum point = 0.9485
lower half-maximum point = -0.1433 V
g if span is misread as full width = 0.1932 eV
monolayer charge = 240.3 uC/cm^2
Langmuir peak current = 116.9 uA/cm^2
Frumkin peak current = 28.4 uA/cm^2
ramp current = 26.7 uA/cm^2
site-energy spread that mimics repulsion = 0.4235 eV
largest coverage difference of the two = 0.0188
checks complete
```
